# Thomas-Fermi nuclear stopping: the square-root law and its inverse-fourth-power tail: a program that tests the result

```python
# Result under test: with the pair potential V(r) = (Z1 Z2 e^2/r) phi(r/a),
# phi = neutral-atom Thomas-Fermi (TF) function, the reduced nuclear stopping
# obeys s_n -> 12 * I4 * sqrt(eps) as eps -> 0, because phi -> 144/x^3.
# x = r/a; eps = a*E_c/(Z1 Z2 e^2); E_c = centre-of-mass energy;
# v(x) = V/E_c; theta = centre-of-mass deflection; b = impact parameter;
# s_n = eps * integral of (1-cos theta) b db / a^2;
# I4 = that integral for v = 1/x^4.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import ellipk

# ---------- TF function, integrated inward from its tail ----------
# phi = 144 g/x^3, u = ln g, w = du/dlnx; the equation is autonomous in ln x,
# so the scale of x is fixed afterwards by phi(0) = 1.
sigma = (np.sqrt(73) - 7) / 2
delta = 1e-6


def inward(t, y):
    u, w = y
    return [w, 7 * w - 12 + 12 * np.exp(u / 2) - w * w]


t_grid = np.linspace(0, -42, 5001)
sol = solve_ivp(inward, (0, -42), [np.log(1 - delta), sigma * delta],
                method="DOP853", t_eval=t_grid, rtol=1e-11, atol=1e-14)
assert sol.success
shift = (np.log(144) + sol.y[0, -1] - 3 * t_grid[-1]) / 3
lnx_grid = (t_grid + shift)[::-1]
ln_g = CubicSpline(lnx_grid, sol.y[0][::-1])
w_of = CubicSpline(lnx_grid, sol.y[1][::-1])
tail_F = delta * np.exp(sigma * shift)


def g_tf(x):
    return np.exp(ln_g(np.clip(np.log(x), lnx_grid[0], lnx_grid[-1])))


def phi_tf(x):
    return 144 * g_tf(x) / x**3


x_s = 1e-4
slope_tail = -(phi_tf(x_s) * (w_of(np.log(x_s)) - 3) / x_s - 2 * np.sqrt(x_s))


# Independent road: shoot outward from the nucleus and bisect the slope.
def tf_rhs(x, y):
    return [y[1], max(y[0], 0.0)**1.5 / np.sqrt(x)]


def hits_zero(x, y):
    return y[0]


def turns_up(x, y):
    return y[1]


hits_zero.terminal = True
turns_up.terminal = True
low, high = 1.5, 1.7
for _ in range(30):
    B = (low + high) / 2
    start = [1 - B * x_s + 4 / 3 * x_s**1.5 - 0.4 * B * x_s**2.5,
             -B + 2 * x_s**0.5 - B * x_s**1.5]
    out = solve_ivp(tf_rhs, (x_s, 60), start, method="DOP853",
                    events=(hits_zero, turns_up), rtol=1e-10, atol=1e-12)
    if len(out.t_events[0]):
        high = B
    elif len(out.t_events[1]):
        low = B
    else:
        break
slope_shoot = B
assert abs(slope_shoot - slope_tail) < 1e-5

# Decay rate of the tail correction, far inside the starting point.
measured_sigma = -np.log((1 - g_tf(1e7)) / (1 - g_tf(1e6))) / np.log(10)
assert abs(measured_sigma - sigma) < 1e-3

# ---------- classical scattering ----------
node, weight = np.polynomial.legendre.leggauss(64)
alpha, w_alpha = np.pi / 4 * (node + 1), np.pi / 4 * weight
sin_a, cos_a = np.sin(alpha), np.cos(alpha)
node, weight = np.polynomial.legendre.leggauss(120)
q_node, w_q = (node + 1) / 2, weight / 2


def deflection(v, x0):
    """Deflection for closest approach x0 (array)."""
    x0 = np.atleast_1d(x0)[:, None]
    left = 1 - v(x0)
    radial = 1 - v(x0 / sin_a) - sin_a**2 * left
    return 2 * ((1 - np.sqrt(left) * cos_a / np.sqrt(radial)) @ w_alpha)


def closest(v, b=0.0):
    def f(L):
        x = np.exp(L)
        return -np.log(v(x) + (b / x)**2 + 1e-300)
    return np.exp(brentq(f, np.log(1e-6), np.log(1e8), xtol=1e-14,
                         rtol=1e-14))


def transport(v, b_min=0.0):
    """Integral of (1-cos theta) b db from b_min, over closest approach."""
    x = closest(v, b_min) * np.exp(7 * q_node**2)
    h = 1e-4
    dv = (v(x * np.exp(h)) - v(x * np.exp(-h))) / (2 * h)
    b_db = x**2 * (1 - v(x)) - 0.5 * x**2 * dv
    theta = deflection(v, x)
    return np.sum(w_q * 14 * q_node * 2 * np.sin(theta / 2)**2 * b_db)


def v_tf(eps):
    return lambda x: phi_tf(x) / (eps * x)


def v_zbl(eps):
    return lambda x: (0.1818 * np.exp(-3.2 * x) + 0.5099 * np.exp(-0.9423 * x)
                      + 0.2802 * np.exp(-0.4029 * x)
                      + 0.02817 * np.exp(-0.2016 * x)) / (eps * x)


def s_n(eps, potential=v_tf):
    return eps * transport(potential(eps))


def exponent(eps, potential=v_tf):
    k = np.exp(0.1)
    return np.log(s_n(eps * k, potential) / s_n(eps / k, potential)) / 0.2


# Newtonian two-body trajectory against the quadrature and the transfer law.
m1, m2, eps_t, x0_t = 1.0, 2.5, 0.01, 10.0
e_cm = m2 / (m1 + m2)
pot = v_tf(eps_t)
b_t = x0_t * np.sqrt(1 - pot(x0_t))


def newton(t, y):
    d = y[0:2] - y[2:4]
    r = np.hypot(d[0], d[1])
    h = 1e-4
    slope = e_cm * (pot(r * (1 + h)) - pot(r * (1 - h))) / (2 * h * r)
    force = -slope * d / r
    return np.concatenate([y[4:8], force / m1, -force / m2])


v_in = np.sqrt(2 / m1)
path = solve_ivp(newton, (0, 800 / v_in),
                 [-400, b_t, 0, 0, v_in, 0, 0, 0], method="DOP853",
                 rtol=1e-9, atol=1e-10, max_step=5)
transfer_path = 0.5 * m2 * np.sum(path.y[6:8, -1]**2)
theta_t = deflection(pot, x0_t)[0]
transfer_law = 4 * m1 * m2 / (m1 + m2)**2 * np.sin(theta_t / 2)**2
assert abs(transfer_path / transfer_law - 1) < 1e-3

# ---------- power-law potentials on a fixed impact-parameter grid ----------
node, weight = np.polynomial.legendre.leggauss(200)
b_grid, w_b = 15 * (node + 1), 15 * weight


def transport_fixed_grid(strength, s):
    c = strength**(1 / s)
    x0 = np.array([brentq(lambda x: strength / x**s + (b / x)**2 - 1,
                          max(b, c) * (1 - 1e-12), (b + c) * (1 + 1e-12),
                          xtol=1e-14) for b in b_grid])
    theta = deflection(lambda x: strength / x**s, x0)
    return np.sum(w_b * 2 * np.sin(theta / 2)**2 * b_grid)


power_exponent = {}
for s in (3, 4, 7):
    ratio = transport_fixed_grid(1 / 16, s) / transport_fixed_grid(1.0, s)
    power_exponent[s] = 1 + np.log(ratio) / np.log(16)
    assert abs(power_exponent[s] - (1 - 2 / s)) < 1e-4

I4 = quad(lambda p: np.cos(np.sqrt(1 - p) * ellipk(-p))**2
          * (1 + p) / (2 * p**1.5), 0, 1, epsabs=1e-11, epsrel=1e-10)[0]
I4_direct = transport_fixed_grid(1.0, 4)
assert abs(I4_direct - I4) < 1e-5
coef = 12 * I4


def ratio_to_law(eps, potential=v_tf):
    return s_n(eps, potential) / (coef * np.sqrt(eps))


# ---------- TF limit, its rate of approach, and its cause ----------
short16, short20 = 1 - ratio_to_law(1e-16), 1 - ratio_to_law(1e-20)
assert 0 < short20 < 2e-3
approach = np.log(short16 / short20) / np.log(1e4)
assert abs(approach - sigma / 4) < 3e-3
kappa = short20 / 1e-20**(sigma / 4)


def v_other_core(eps):
    return lambda x: 1 / (eps * x * (1 + x / 144**(1 / 3))**3)


other_core = ratio_to_law(1e-20, v_other_core)
assert abs(other_core - 1) < 2e-4
zbl_low = exponent(1e-12, v_zbl)
assert 0.85 < zbl_low < 1

# ---------- worked example: Ni ions in fcc Ni ----------
Z, mass_u, lattice, E = 28, 58.69, 0.352, 1000.0   # -, u, nm, eV
cohesion, T_use = 4.4, 300.0                       # eV (rough), K
a0 = sc.physical_constants["Bohr radius"][0] * 1e9
e2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9       # eV nm
density = 4 / lattice**3
neighbour = lattice / np.sqrt(2)
a_tf = (9 * np.pi**2 / 128)**(1 / 3) * a0 / np.sqrt(2 * Z**(2 / 3))
eps_per_eV = a_tf / (2 * Z**2 * e2)
eps = E * eps_per_eV
J_tf = transport(v_tf(eps))
S_tf = density * np.pi * a_tf**2 * E * J_tf
S_law = density * np.pi * a_tf**2 * E * coef / np.sqrt(eps)
a_zbl = (9 * np.pi**2 / 128)**(1 / 3) * a0 / (2 * Z**0.23)
eps_zbl = a_zbl * E / (2 * Z**2 * e2)
S_zbl = density * np.pi * a_zbl**2 * E * transport(v_zbl(eps_zbl))
mass = mass_u * sc.atomic_mass
speed = np.sqrt(2 * E * sc.e / mass) / (sc.alpha * sc.c)
S_el = (density * 8 * np.pi * e2 * a0 * Z**(1 / 6) * Z**2
        / (2 * Z**(2 / 3))**1.5 * speed)
b_cell = density**(-1 / 3) / np.sqrt(np.pi)
outside = transport(v_tf(eps), b_cell / a_tf) / J_tf
eps10 = np.exp(brentq(lambda L: ratio_to_law(np.exp(L)) - 0.9,
                      np.log(1e-13), np.log(1e-3), xtol=1e-8))
E10 = eps10 / eps_per_eV
r10 = closest(v_tf(eps10)) * a_tf


def wavelength(energy):
    return sc.hbar / np.sqrt(mass * energy / 2 * sc.e) * 1e9


assert r10 > neighbour

print(f"TF initial slope, from tail / by shooting: "
      f"{-slope_tail:.6f} / {-slope_shoot:.6f}")
print(f"tail correction: sigma = {sigma:.4f}, F = {tail_F:.3f}")
for x in (10, 100, 1e3, 1e4):
    print(f"x = {x:7.0f}: phi = {phi_tf(x):.4e}, x^3 phi/144 = {g_tf(x):.4f}")
for s in (3, 4, 7):
    print(f"potential r^-{s}: stopping exponent {power_exponent[s]:.5f}")
print(f"I4 elliptic / direct: {I4:.6f} / {I4_direct:.6f}")
print(f"limit coefficient 12*I4 = {coef:.4f}")
print(f"trajectory test: energy fraction {transfer_path:.6f}, "
      f"law {transfer_law:.6f}")
print("eps, Ni energy (eV), s_n, s_n/(12 I4 sqrt eps), local exponent:")
for e in (1e-1, 1e-2, 1e-3, 1e-4, 1e-6, 1e-8, 1e-12, 1e-16, 1e-20):
    print(f"  {e:.0e}  {e/eps_per_eV:.3e}  {s_n(e):.4e}  "
          f"{ratio_to_law(e):.4f}  {exponent(e):.4f}")
print(f"approach exponent: measured {approach:.4f}, sigma/4 {sigma/4:.4f}")
print(f"approach coefficient kappa = {kappa:.3f}")
print(f"other core, same tail, eps=1e-20: ratio to law {other_core:.5f}")
print(f"ZBL potential, eps=1e-12: local exponent {zbl_low:.4f}")
print(f"Ni in Ni: Z = {Z}, mass = {mass_u} u, E = {E:.0f} eV")
print(f"lattice constant (rough) = {lattice} nm, "
      f"density = {density:.2f} nm^-3")
print(f"screening length a = {a_tf:.5f} nm, eps = {eps:.4e}")
print(f"reduced stopping s_n = {eps*J_tf:.4f}, "
      f"local exponent = {exponent(eps):.4f}")
print(f"TF nuclear stopping = {S_tf:.1f} eV/nm")
print(f"square-root law would give = {S_law:.1f} eV/nm")
print(f"ZBL nuclear stopping = {S_zbl:.1f} eV/nm, "
      f"exponent = {exponent(eps_zbl, v_zbl):.4f}")
print(f"Lindhard-Scharff electronic stopping = {S_el:.1f} eV/nm")
print(f"head-on distance at {E:.0f} eV = {closest(v_tf(eps))*a_tf:.4f} nm")
print(f"nearest-neighbour distance = {neighbour:.4f} nm")
print(f"cell radius = {b_cell:.4f} nm, TF stopping from beyond it = "
      f"{100*outside:.2f} %")
print(f"law good to 10 % below eps = {eps10:.3e}, E = {E10:.3e} eV")
print(f"head-on distance there = {r10:.3f} nm")
print(f"reduced wavelength at {E:.0f} eV = {wavelength(E):.2e} nm, "
      f"there = {wavelength(E10):.2e} nm")
print(f"thermal energy kT at {T_use:.0f} K = {sc.k*T_use/sc.e:.4f} eV")
print(f"cohesive energy (rough) = {cohesion} eV per atom, "
      f"{100*cohesion/E:.2f} % of E")
print("checks complete")
```

Running it gives:

```
TF initial slope, from tail / by shooting: -1.588073 / -1.588071
tail correction: sigma = 0.7720, F = 13.271
x =      10: phi = 2.4314e-02, x^3 phi/144 = 0.1688
x =     100: phi = 1.0024e-04, x^3 phi/144 = 0.6961
x =    1000: phi = 1.3513e-07, x^3 phi/144 = 0.9384
x =   10000: phi = 1.4245e-10, x^3 phi/144 = 0.9892
potential r^-3: stopping exponent 0.33333
potential r^-4: stopping exponent 0.50000
potential r^-7: stopping exponent 0.71429
I4 elliptic / direct: 0.596713 / 0.596713
limit coefficient 12*I4 = 7.1606
trajectory test: energy fraction 0.047886, law 0.047886
eps, Ni energy (eV), s_n, s_n/(12 I4 sqrt eps), local exponent:
  1e-01  2.070e+04  3.6833e-01  0.1627  0.0831
  1e-02  2.070e+03  2.4185e-01  0.3378  0.2636
  1e-03  2.070e+02  1.1649e-01  0.5145  0.3612
  1e-04  2.070e+01  4.7341e-02  0.6611  0.4159
  1e-06  2.070e-01  6.0714e-03  0.8479  0.4675
  1e-08  2.070e-03  6.6965e-04  0.9352  0.4870
  1e-12  2.070e-07  7.0805e-06  0.9888  0.4978
  1e-16  2.070e-11  7.1470e-08  0.9981  0.4996
  1e-20  2.070e-15  7.1583e-10  0.9997  0.4999
approach exponent: measured 0.1929, sigma/4 0.1930
approach coefficient kappa = 2.324
other core, same tail, eps=1e-20: ratio to law 0.99998
ZBL potential, eps=1e-12: local exponent 0.9038
Ni in Ni: Z = 28, mass = 58.69 u, E = 1000 eV
lattice constant (rough) = 0.352 nm, density = 91.71 nm^-3
screening length a = 0.01091 nm, eps = 4.8318e-03
reduced stopping s_n = 0.1969, local exponent = 0.3010
TF nuclear stopping = 1397.2 eV/nm
square-root law would give = 3532.6 eV/nm
ZBL nuclear stopping = 856.3 eV/nm, exponent = 0.4438
Lindhard-Scharff electronic stopping = 79.4 eV/nm
head-on distance at 1000 eV = 0.0856 nm
nearest-neighbour distance = 0.2489 nm
cell radius = 0.1251 nm, TF stopping from beyond it = 11.66 %
law good to 10 % below eps = 1.018e-07, E = 2.106e-02 eV
head-on distance there = 1.997 nm
reduced wavelength at 1000 eV = 3.77e-05 nm, there = 8.22e-03 nm
thermal energy kT at 300 K = 0.0259 eV
cohesive energy (rough) = 4.4 eV per atom, 0.44 % of E
checks complete
```
